# Fifth-power law for the equilibrium sublimation pressure of ammonium hexafluorosilicate, part 1

(Sections cited here and not found follow in the second part.)

## The fifth power and the slope

When ammonium hexafluorosilicate sublimes, one formula unit of solid turns into five gas molecules:

$$
(\mathrm{NH_4})_2\mathrm{SiF_6(s)}\;\rightleftharpoons\;\mathrm{SiF_4(g)}+2\,\mathrm{NH_3(g)}+2\,\mathrm{HF(g)} .
$$

For ideal gases over a pure solid, the law of mass action says that the product

$$
K=p_{\rm S}\,p_{\rm N}^2\,p_{\rm F}^2
$$

depends on temperature alone. Here $p_{\rm S}$, $p_{\rm N}$ and $p_{\rm F}$ are the partial pressures of SiF$_4$, NH$_3$ and HF. The dimension of $K$ is pressure to the fifth power. If all the gas has come from the solid, the ratios of the partial pressures are fixed by the reaction equation, and the total pressure $P$ is the one pressure left to describe the gas. Dimensional consistency then requires

$$
K=cP^5 ,
$$

with $c$ a pure number. Since $c$ does not depend on temperature, taking logarithms and differentiating gives $d\ln P=\tfrac15\,d\ln K$. The factor one fifth in the slope of a vapour-pressure plot is therefore settled before any thermochemical data are used. What remains is to derive the law of mass action, to find $c$, and to relate the change of $K$ to the reaction enthalpy.

The assumptions are these. The vessel is evacuated at the start, it is closed, and its temperature is uniform. Some solid is left at equilibrium. The solid is pure, no second condensed phase forms, and the gases neither associate nor deviate from the ideal gas law. Sublimation is called congruent when, as here, the material that enters the gas has the same overall composition as the solid.

Let $\xi$ be the extent of reaction, the number of moles of solid consumed. The amounts of gas are

$$
n_i=\nu_i\,\xi,\qquad \nu_{\rm S}=1,\quad \nu_{\rm N}=2,\quad \nu_{\rm F}=2 ,
$$

and their sum is $5\xi$. In an ideal mixture each partial pressure is $p_i=n_iRT/V$, where $V$ is the gas volume, $T$ the temperature and $R$ the gas constant. Dividing by $P=5\xi RT/V$ removes $\xi$, $T$ and $V$:

$$
p_{\rm S}=\frac P5,\qquad p_{\rm N}=\frac{2P}5,\qquad p_{\rm F}=\frac{2P}5 .
$$

The equilibrium condition follows from the free energy. At constant temperature the chemical potential $\mu$ of a pure gas changes with pressure by its molar volume, which is $RT/p$ for an ideal gas. Integrating $d\mu=(RT/p)\,dp$ from the standard pressure $p^\circ=1$ bar gives

$$
\mu_i=\mu_i^\circ(T)+RT\ln\frac{p_i}{p^\circ} .
$$

In an ideal mixture each component behaves as if it were alone in the volume, so the same expression holds with $p_i$ the partial pressure.

At fixed $T$ and $V$ the Helmholtz energy $A$ is a minimum at equilibrium. For the gas it is the Gibbs energy minus $PV$, that is $\sum_i n_i\mu_i-\sum_i n_iRT$. For the solid, of which $n_0$ moles were present at first, it is $(n_0-\xi)\mu_{\rm s}^\circ$ when the small volume of the solid is neglected. Adding the two parts and writing $p_i=n_iRT/V$,

$$
A(\xi)=(n_0-\xi)\mu_{\rm s}^\circ+\sum_i n_i\left[\mu_i^\circ+RT\ln\frac{n_iRT}{Vp^\circ}-RT\right].
$$

To differentiate, note that $dn_i/d\xi=\nu_i$. The bracket contributes $\nu_i[\dots]$, and the logarithm inside it contributes $n_iRT\cdot\nu_i/n_i=\nu_iRT$. This last term cancels the $-\nu_iRT$ already in the bracket, which leaves

$$
\frac{dA}{d\xi}=\sum_i\nu_i\mu_i^\circ-\mu_{\rm s}^\circ+RT\sum_i\nu_i\ln\frac{p_i}{p^\circ} .
$$

The first two terms are the standard reaction Gibbs energy $\Delta G^\circ$, per mole of solid consumed. Setting the derivative to zero and using $\nu_i\ln y=\ln y^{\nu_i}$,

$$
K_p\equiv\left(\frac{p_{\rm S}}{p^\circ}\right)\left(\frac{p_{\rm N}}{p^\circ}\right)^2\left(\frac{p_{\rm F}}{p^\circ}\right)^2=e^{-\Delta G^\circ/RT} .
$$

This is the law of mass action. The solid does not appear in the product because its chemical potential does not depend on how much of it is left. The dimensionless constant is related to the earlier one by $K=K_p\,(p^\circ)^5$.

The stationary point is a minimum. Each $\ln p_i$ contains $\ln\xi$, whose derivative is $1/\xi$, so

$$
\frac{d^2A}{d\xi^2}=\frac{RT}{\xi}\sum_i\nu_i=\frac{5RT}{\xi}>0 .
$$

As $\xi\to0$ the first derivative tends to $-\infty$, so some solid must vaporize. The derivative then rises steadily and can vanish at one value of $\xi$ at most. It vanishes with solid left over if

$$
n_0>\frac{PV}{5RT} ,
$$

where $P$ is the equilibrium pressure. If there is less solid than this, all of it vaporizes and the pressure stays below $P$. The condition will matter for a thin film.

Inserting the three partial pressures into $K_p$ gives

$$
K_p=\frac15\left(\frac25\right)^2\left(\frac25\right)^2\left(\frac P{p^\circ}\right)^5
=\frac{16}{3125}\left(\frac P{p^\circ}\right)^5 .
$$

The numerator is $2^2\cdot2^2=16$ and the denominator is $5^{1+2+2}=3125$. The pure number of the dimensional argument is thus $c=16/3125$. If pressures are expressed in bar, $p^\circ$ has the value one and the formula reads $K_p=16P^5/3125$. In any other unit the ratio $P/p^\circ$ has to be kept.

Solved for the pressure, the result is

$$
\ln\frac P{p^\circ}=-\frac{\Delta G^\circ}{5RT}+\frac15\ln\frac{3125}{16} .
$$

The last term has a physical meaning. With mole fractions $x_{\rm S}=1/5$ and $x_{\rm N}=x_{\rm F}=2/5$, the entropy of mixing per mole of gas, divided by $R$, is

$$
-\sum_i x_i\ln x_i=\frac15\ln5+\frac45\ln\frac52=\frac15\left(5\ln5-4\ln2\right)=\frac15\ln\frac{3125}{16}\approx1.055 .
$$

Mixing therefore raises the total pressure by the factor $e^{1.055}\approx2.87$ above the value $p^\circ e^{-\Delta G^\circ/5RT}$. The factor is the same at every temperature, which is why it affects the height of the vapour-pressure line and not its slope.

The result also does not depend on how the reaction equation is scaled. Written for two formula units, the reaction produces ten moles of gas, and both $\Delta G^\circ$ and the enthalpy double. Their ratio to the number of moles of gas, which is what enters $\ln P$, is unchanged.

For the temperature dependence it is convenient to use $\beta=1/T$. The standard quantities obey $\Delta G^\circ=\Delta H^\circ-T\Delta S^\circ$ and $d\Delta G^\circ/dT=-\Delta S^\circ$, where $\Delta H^\circ$ and $\Delta S^\circ$ are the reaction enthalpy and entropy. Because $dT/d\beta=-T^2$, one has $d\Delta G^\circ/d\beta=T^2\Delta S^\circ$. The product rule then gives

$$
\frac{d(\beta\,\Delta G^\circ)}{d\beta}=\Delta G^\circ+\beta T^2\Delta S^\circ=\Delta G^\circ+T\Delta S^\circ=\Delta H^\circ .
$$

With $\ln K_p=-\beta\Delta G^\circ/R$ this becomes $d\ln K_p/d\beta=-\Delta H^\circ/R$. Since $\ln K_p$ equals $5\ln(P/p^\circ)$ plus a constant,

$$
\boxed{\;\frac{d\ln P}{d(1/T)}=-\frac{\Delta H^\circ(T)}{5R}\;}
$$

Sublimation absorbs heat, so $\Delta H^\circ$ is positive, the slope is negative, and the pressure rises with temperature.

The same slope follows from the Clapeyron relation, which shows what the five means. Along the equilibrium curve at fixed gas composition, the actual reaction Gibbs energy remains zero, so $-\Delta S\,dT+\Delta V\,dP=0$. At equilibrium $\Delta S=\Delta H/T$, and the enthalpy of an ideal gas does not depend on pressure, so $\Delta H=\Delta H^\circ$. Five moles of gas are formed, and with the volume of the solid neglected $\Delta V=5RT/P$. Hence

$$
\frac{dP}{dT}=\frac{\Delta H^\circ}{T\,\Delta V}=\frac{P\,\Delta H^\circ}{5RT^2} ,
$$

and multiplying by $dT/d\beta=-T^2$ and dividing by $P$ returns the boxed formula. The slope measures the heat absorbed per mole of gas produced. To obtain the heat per mole of salt, the enthalpy read from the plot must be multiplied by five.

The plot is a straight line if $\Delta H^\circ$ is constant. If the heat capacity changes by $\Delta C_p$ in the reaction, then $d\Delta H^\circ/dT=\Delta C_p$, and a second differentiation gives

$$
\frac{d^2\ln P}{d\beta^2}=-\frac1{5R}\,\Delta C_p\,\frac{dT}{d\beta}=\frac{\Delta C_p\,T^2}{5R} .
$$

The boxed formula then still gives the local slope.

A numerical case uses the round parameters $\Delta H^\circ=430$ kJ/mol and $\Delta S^\circ=740$ J/(mol K), rough typical values for this salt. At 400 K,

$$
\Delta G^\circ=430-400\times0.740=134.0\ \text{kJ/mol},\qquad
\ln K_p=-\frac{134000}{8.3145\times400}=-40.29 ,
$$

so $K_p=3.2\times10^{-18}$. This looks hopelessly small for a volatile solid, but the fifth root changes the picture:

$$
\ln\frac P{p^\circ}=\frac{-40.291+5.275}{5}=-7.003,\qquad P=90.9\ \text{Pa}=0.68\ \text{Torr} .
$$

Of this, SiF$_4$ contributes 0.136 Torr, and NH$_3$ and HF contribute 0.273 Torr each. These pressures were also obtained without the formula, by minimizing $A(\xi)$ numerically for one mole of solid in one litre. At 300, 360, 380, 400 and 420 K the total pressure at the minimum agreed with the formula to within one part in $10^5$.

The slope for these parameters is $-430000/(5\times8.3145)=-10343$ K, or 86 kJ per mole of gas. Two computed pressures show it at work. Between 380 and 420 K, $\ln(P/\text{Torr})$ rises from $-1.744$ to $0.848$, a change of 2.592, while $1/T$ falls by $2.506\times10^{-4}$ K$^{-1}$. The quotient is $-1.034\times10^4$ K, and $5R$ times its magnitude returns 430 kJ/mol.

The temperature that gives a chosen pressure follows from $\Delta H^\circ-T\Delta S^\circ=-RT\ln K_p$, solved for $T$:

$$
T=\frac{\Delta H^\circ}{\Delta S^\circ-R\ln\!\left[\dfrac{16}{3125}\left(\dfrac P{p^\circ}\right)^5\right]} .
$$

For 1 Torr this is 406 K. At 300 K, by contrast, the equilibrium pressure is $1.2\times10^{-4}$ Torr. The equilibrium pressure over salt on a wall at 300 K is thus lower than over salt on a wafer at 400 K by a factor of about 5500.

The effect of a heat-capacity change is small here. With $\Delta C_p=-30$ J/(mol K), and the enthalpy still 430 kJ/mol at 400 K, the local enthalpy is $430+0.030\times40=431.2$ kJ/mol at 360 K and 429.4 kJ/mol at 420 K. A straight line fitted to computed pressures between these temperatures yields 430.3 kJ/mol, a value inside that range. The curvature would be hard to see in a plot over 60 K, and the fitted enthalpy belongs to a temperature within the interval.

For gas that has all come from the solid in a closed vessel, the equilibrium constant varies as the fifth power of the total pressure, and the slope of $\ln P$ against $1/T$ is $-\Delta H^\circ/5R$. It remains to see what changes when the gas has another composition, and when the salt is a thin film on a wafer that may vaporize completely.
